# Direct RPA for water with hybrid orbitals: separating two trends: a program that tests the result

```python
"""
Result under test: for determinants Phi_alpha minimizing
    alpha*E_HF + (1-alpha)*E_PBE,
the Hartree-Fock functional E_HF[Phi_alpha] falls with alpha, while the direct
RPA correlation energy of water rises, mainly because the orbital gaps open.

alpha : weight of Hartree-Fock; 1-alpha is the weight of PBE exchange-correlation
D     : orbital-energy differences e_a - e_i (i occupied, a virtual)
K     : singlet coupling 2*(ia|jb)
E_c   : 0.5*[sum(Omega) - trace(D + K)], Omega = direct RPA excitation energies
rSE   : renormalized single-excitation energy from the HF Fock matrix
All energies are in hartree unless a label says otherwise.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh, solve_sylvester
from pyscf import dft, gto, scf

BOND = 1.80
ANGLE = 105.0
theta = np.deg2rad(ANGLE)
mol = gto.M(atom=[["O", (0.0, 0.0, 0.0)],
                  ["H", (BOND, 0.0, 0.0)],
                  ["H", (BOND * np.cos(theta), BOND * np.sin(theta), 0.0)]],
            unit="Bohr", basis="cc-pvdz", verbose=0)
n_occ = mol.nelectron // 2
overlap = mol.intor("int1e_ovlp")
core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
n_ao = len(core)
n_vir = n_ao - n_occ
eri = mol.intor("int2e").reshape(n_ao, n_ao, n_ao, n_ao)
grids = dft.gen_grid.Grids(mol)
grids.level = 3
grids.build()
weights = grids.weights
ao = dft.numint.eval_ao(mol, grids.coords, deriv=1)


def coulomb_exchange(density):
    return (np.einsum("pqrs,rs->pq", eri, density),
            np.einsum("prqs,rs->pq", eri, density))


def pbe(density):
    """PBE exchange-correlation energy and its potential matrix."""
    half_density = ao[0] @ density
    rho = np.empty((4, len(weights)))
    rho[0] = np.einsum("gp,gp->g", half_density, ao[0])
    for k in (1, 2, 3):
        rho[k] = 2 * np.einsum("gp,gp->g", half_density, ao[k])
    exc, vxc = dft.libxc.eval_xc("pbe,pbe", rho, spin=0, deriv=1)[:2]
    v_rho, v_sigma = np.ravel(vxc[0]), np.ravel(vxc[1])
    work = ao[0] * (0.5 * weights * v_rho)[:, None]
    for k in (1, 2, 3):
        work += ao[k] * (2 * weights * v_sigma * rho[k])[:, None]
    potential = ao[0].T @ work
    return np.dot(weights, rho[0] * np.ravel(exc)), potential + potential.T


def fock_matrix(density, alpha):
    coulomb, exchange = coulomb_exchange(density)
    fock = core + coulomb - 0.5 * alpha * exchange
    if alpha != 1.0:
        fock = fock + (1 - alpha) * pbe(density)[1]
    return fock


def functionals(density):
    """Hartree-Fock and PBE total energies of the same determinant."""
    coulomb, exchange = coulomb_exchange(density)
    common = mol.energy_nuc() + np.sum(density * (core + 0.5 * coulomb))
    return common - 0.25 * np.sum(density * exchange), common + pbe(density)[0]


s_val, s_vec = eigh(overlap)
orthogonalizer = s_vec / np.sqrt(s_val)


def self_consistent(alpha, density):
    focks, errors = [], []
    for _ in range(100):
        fock = fock_matrix(density, alpha)
        product = fock @ density @ overlap
        error = orthogonalizer.T @ (product - product.T) @ orthogonalizer
        if np.abs(error).max() < 1e-7:
            energies, orbitals = eigh(fock, overlap)
            occupied = orbitals[:, :n_occ]
            return energies, orbitals, 2 * occupied @ occupied.T
        focks, errors = (focks + [fock])[-6:], (errors + [error])[-6:]
        n = len(focks)
        matrix = -np.ones((n + 1, n + 1))
        matrix[n, n] = 0.0
        matrix[:n, :n] = [[np.sum(a * b) for b in errors] for a in errors]
        rhs = np.zeros(n + 1)
        rhs[n] = -1.0
        mix = np.linalg.solve(matrix, rhs)[:n]
        fock = sum(c * f for c, f in zip(mix, focks))
        occupied = eigh(fock, overlap)[1][:, :n_occ]
        density = 2 * occupied @ occupied.T
    raise RuntimeError("self-consistency not reached")


def transform(c1, c2, c3, c4):
    return np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri, c1, c2, c3, c4,
                     optimize=True)


def semicanonical(orbitals, fock):
    """Diagonalize the occupied and virtual blocks separately."""
    occ, vir = orbitals[:, :n_occ], orbitals[:, n_occ:]
    e_occ, u_occ = eigh(occ.T @ fock @ occ)
    e_vir, u_vir = eigh(vir.T @ fock @ vir)
    gaps = (e_vir[None, :] - e_occ[:, None]).ravel()
    return gaps, occ @ u_occ, vir @ u_vir


def rpa_matrices(orbitals, fock):
    gaps, occ, vir = semicanonical(orbitals, fock)
    size = n_occ * n_vir
    coupling = 2 * transform(occ, vir, occ, vir).reshape(size, size)
    return gaps, coupling, occ, vir


def rpa_modes(gaps, coupling):
    root = np.sqrt(gaps)
    squared, vectors = eigh(np.diag(gaps**2)
                            + 2 * root[:, None] * coupling * root)
    return np.sqrt(squared), vectors


def rpa_energy(orbitals, fock):
    gaps, coupling = rpa_matrices(orbitals, fock)[:2]
    omega = rpa_modes(gaps, coupling)[0]
    return 0.5 * (omega.sum() - gaps.sum() - np.trace(coupling))


def singles(orbitals, density):
    """Energy lowering by rSE and by the full second-order orbital step."""
    fock = fock_matrix(density, 1.0)
    gaps, occ, vir = semicanonical(orbitals, fock)
    f_ov = (occ.T @ fock @ vir).ravel()
    size = n_occ * n_vir
    ovov = transform(occ, vir, occ, vir)
    oovv = transform(occ, occ, vir, vir)
    hessian = np.diag(gaps) + (4 * ovov - oovv.transpose(0, 2, 1, 3)
                               - ovov.transpose(0, 3, 2, 1)).reshape(size, size)
    assert np.linalg.eigvalsh(hessian).min() > 0
    rse = 2 * np.sum(f_ov**2 / gaps)
    # The same rSE without diagonalizing the Fock blocks.
    o, v = orbitals[:, :n_occ], orbitals[:, n_occ:]
    block = o.T @ fock @ v
    amplitudes = solve_sylvester(-o.T @ fock @ o, v.T @ fock @ v, -block)
    assert abs(rse + 2 * np.sum(block * amplitudes)) < 1e-9
    return rse, 2 * f_ov @ np.linalg.solve(hessian, f_ov)


# Self-consistent determinants along the path, and their energies.
state, e_hf, e_pbe, e_c, total = {}, {}, {}, {}, {}
density = scf.RHF(mol).get_init_guess()
for alpha in (1.0, 0.98, 0.96, 0.75, 0.5, 0.27, 0.25, 0.23, 0.0):
    state[alpha] = self_consistent(alpha, density)
    density = state[alpha][2]
    e_hf[alpha], e_pbe[alpha] = functionals(density)
    e_c[alpha] = rpa_energy(state[alpha][1], fock_matrix(density, alpha))
    total[alpha] = e_hf[alpha] + e_c[alpha]
main = (0.0, 0.25, 0.5, 0.75, 1.0)

# End points against the library's own self-consistent solvers.
library_hf = scf.RHF(mol).run(conv_tol=1e-11).e_tot
library_pbe = dft.RKS(mol, xc="pbe,pbe").run(conv_tol=1e-10).e_tot
assert abs(library_hf - e_hf[1.0]) < 1e-8
assert abs(library_pbe - e_pbe[0.0]) < 1e-5  # library may prune its grid

# Opposite monotonic trends, slope balance and quadratic onset.
assert np.all(np.diff([e_hf[a] for a in main]) < 0)
assert np.all(np.diff([e_pbe[a] for a in main]) > 0)
assert np.all(np.diff([e_c[a] for a in main]) > 0)
slope_ratio = (e_hf[0.27] - e_hf[0.23]) / (e_pbe[0.27] - e_pbe[0.23])
assert abs(slope_ratio / (-(1 - 0.25) / 0.25) - 1) < 0.01
excess = {a: e_hf[a] - e_hf[1.0] for a in state}
onset_ratio = excess[0.96] / excess[0.98]
assert abs(onset_ratio / 4 - 1) < 0.10  # cubic terms remain at finite step
assert total[0.98] < total[1.0]

# Singles estimates and their effect on the starting-point dependence.
lowering = {a: singles(state[a][1], state[a][2]) for a in main + (0.98,)}
assert abs(lowering[0.98][1] / excess[0.98] - 1) < 0.02
with_singles = {a: total[a] - lowering[a][0] for a in main}
spread_total = np.ptp([total[a] for a in main])
spread_singles = np.ptp([with_singles[a] for a in main])
assert spread_singles > spread_total

# RPA energy from the adiabatic connection by double quadrature.
orb0, dens0 = state[0.0][1:]
gaps, coupling, _, _ = rpa_matrices(orb0, fock_matrix(dens0, 0.0))
x_freq, w_freq = np.polynomial.legendre.leggauss(60)
x_lam, w_lam = np.polynomial.legendre.leggauss(10)
e_quadrature = 0.0
for x, w in zip(x_freq, w_freq):
    frequency = 2 * (1 + x) / (1 - x)
    measure = w * 4 / (1 - x)**2 / (2 * np.pi)
    bare = 2 * gaps / (gaps**2 + frequency**2)
    for y, v in zip(x_lam, w_lam):
        strength = 0.5 * (1 + y)
        dressed = np.linalg.solve(np.diag(1 / bare) + strength * coupling,
                                  coupling)
        e_quadrature += measure * 0.5 * v * (
            np.trace(dressed) - np.dot(bare, np.diag(coupling)))
assert abs(e_quadrature - e_c[0.0]) < 1e-7

# The same energy from the full spin-orbital eigenvalue problem.
b_spin = np.kron(np.ones((2, 2)), 0.5 * coupling)
a_spin = np.diag(np.tile(gaps, 2)) + b_spin
roots = np.linalg.eigvals(np.block([[a_spin, b_spin], [-b_spin, -a_spin]]))
assert np.abs(roots.imag).max() < 1e-5  # degenerate roots of a nonsymmetric matrix
e_spin = 0.5 * (roots.real[roots.real > 0].sum() - np.trace(a_spin))
assert abs(e_spin - e_c[0.0]) < 1e-7

# Derivative of E_c with the Fock operator at fixed orbital spaces.
fock_pbe, fock_hf = fock_matrix(dens0, 0.0), fock_matrix(dens0, 1.0)
change = fock_hf - fock_pbe
fock_mid = 0.5 * (fock_pbe + fock_hf)
gaps_mid, coupling_mid, occ, vir = rpa_matrices(orb0, fock_mid)
omega, modes = rpa_modes(gaps_mid, coupling_mid)
plus = np.sqrt(gaps_mid)[:, None] * modes / np.sqrt(omega)
minus = modes * np.sqrt(omega) / np.sqrt(gaps_mid)[:, None]
y_amp = 0.5 * (plus - minus)
y_weight = (y_amp @ y_amp.T).reshape(n_occ, n_vir, n_occ, n_vir)
slope_formula = (np.einsum("iaib,ab->", y_weight, vir.T @ change @ vir)
                 - np.einsum("iaja,ij->", y_weight, occ.T @ change @ occ))
step = 1e-3
slope_numeric = (rpa_energy(orb0, fock_mid + step * change)
                 - rpa_energy(orb0, fock_mid - step * change)) / (2 * step)
assert abs(slope_formula - slope_numeric) < 1e-6

# Separate the gap effect from the effect of changing the orbital spaces.
cross, gap_growth = {}, {}
for space in (0.0, 1.0):
    orbitals, density = state[space][1:]
    focks = {b: fock_matrix(density, b) for b in (0.0, 1.0)}
    for b in focks:
        cross[space, b] = rpa_energy(orbitals, focks[b])
    o, v = orbitals[:, :n_occ], orbitals[:, n_occ:]
    difference = focks[1.0] - focks[0.0]
    gap_growth[space] = (np.linalg.eigvalsh(v.T @ difference @ v)[0]
                         - np.linalg.eigvalsh(o.T @ difference @ o)[-1])
    assert gap_growth[space] > 0
gap_effect = {s: cross[s, 1.0] - cross[s, 0.0] for s in (0.0, 1.0)}
orbital_effect = {b: cross[1.0, b] - cross[0.0, b] for b in (0.0, 1.0)}
assert min(gap_effect.values()) > max(abs(x) for x in orbital_effect.values())

ev = physical_constants["Hartree energy in eV"][0]
print(f"Water, cc-pVDZ: O-H {BOND:.2f} bohr, angle {ANGLE:.1f} degrees")
print(f"Basis functions {n_ao}, occupied {n_occ}, virtual {n_vir}")
print("Energies in hartree; alpha is dimensionless")
print("alpha  HOMO-LUMO gap  E_HF[Phi]    E_PBE[Phi]")
for a in main:
    e = state[a][0]
    print(f"{a:4.2f}   {e[n_occ] - e[n_occ - 1]:9.5f}   "
          f"{e_hf[a]:12.6f} {e_pbe[a]:12.6f}")
print("alpha  E_c(dRPA)    E_HF + E_c")
for a in main:
    print(f"{a:4.2f}  {e_c[a]:10.6f}  {total[a]:12.6f}")
print("Changes relative to alpha = 1 (hartree)")
print("alpha  E_HF        E_c         total")
for a in main:
    print(f"{a:4.2f} {excess[a]:11.6f} {e_c[a] - e_c[1.0]:11.6f} "
          f"{total[a] - total[1.0]:11.6f}")
print("Singles lowering and total with rSE (hartree)")
print("alpha  rSE       Hessian   E_HF+E_c+rSE")
for a in main:
    print(f"{a:4.2f} {lowering[a][0]:9.6f} {lowering[a][1]:9.6f} "
          f"{with_singles[a]:12.6f}")
print(f"Spread over alpha without rSE: {spread_total:.6f} hartree")
print(f"Spread over alpha with rSE:    {spread_singles:.6f} hartree")
print(f"Slope ratio dE_HF/dE_PBE at alpha 0.25: {slope_ratio:.4f}")
print(f"E_HF excess at alpha 0.98: {excess[0.98]:.3e} hartree")
print(f"Hessian estimate at 0.98:  {lowering[0.98][1]:.3e} hartree")
print(f"Excess ratio, alpha 0.96 to 0.98: {onset_ratio:.4f}")
print(f"E_c change, alpha 0.98 minus 1: {e_c[0.98] - e_c[1.0]:.3e} hartree")
print(f"PBE-orbital E_c, quadrature:   {e_quadrature:.8f} hartree")
print(f"PBE-orbital E_c, spin orbital: {e_spin:.8f} hartree")
print(f"Gap slope of E_c, formula: {slope_formula:.7f} hartree")
print(f"Gap slope of E_c, numeric: {slope_numeric:.7f} hartree")
print("E_c by orbital space and Fock fraction (hartree)")
for s in (0.0, 1.0):
    print(f"space {s:.0f}: Fock 0 {cross[s, 0.0]:.6f}, "
          f"Fock 1 {cross[s, 1.0]:.6f}")
for s in (0.0, 1.0):
    print(f"Gap effect in space {s:.0f}: {gap_effect[s]:.6f} hartree")
for b in (0.0, 1.0):
    print(f"Orbital effect at Fock {b:.0f}: {orbital_effect[b]:.6f} hartree")
for s in (0.0, 1.0):
    print(f"Least gap-matrix growth, space {s:.0f}: {gap_growth[s]:.5f} hartree")
print(f"Alpha 0 to 1, E_HF change:  {-excess[0.0] * ev:.4f} eV")
print(f"Alpha 0 to 1, E_c change:   {(e_c[1.0] - e_c[0.0]) * ev:.4f} eV")
print(f"Alpha 0 to 1, total change: {(total[1.0] - total[0.0]) * ev:.4f} eV")
print("all good")
```

Output:

```
Water, cc-pVDZ: O-H 1.80 bohr, angle 105.0 degrees
Basis functions 24, occupied 5, virtual 19
Energies in hartree; alpha is dimensionless
alpha  HOMO-LUMO gap  E_HF[Phi]    E_PBE[Phi]
0.00     0.26075     -76.022439   -76.332996
0.25     0.36732     -76.024541   -76.332700
0.50     0.47256     -76.025935   -76.331869
0.75     0.57666     -76.026715   -76.330577
1.00     0.67978     -76.026960   -76.328881
alpha  E_c(dRPA)    E_HF + E_c
0.00   -0.307724    -76.330164
0.25   -0.283688    -76.308229
0.50   -0.263453    -76.289387
0.75   -0.246094    -76.272808
1.00   -0.230990    -76.257950
Changes relative to alpha = 1 (hartree)
alpha  E_HF        E_c         total
0.00    0.004521   -0.076734   -0.072213
0.25    0.002419   -0.052698   -0.050279
0.50    0.001026   -0.032463   -0.031437
0.75    0.000245   -0.015104   -0.014858
1.00    0.000000    0.000000    0.000000
Singles lowering and total with rSE (hartree)
alpha  rSE       Hessian   E_HF+E_c+rSE
0.00  0.003880  0.004523   -76.334044
0.25  0.002081  0.002419   -76.310309
0.50  0.000884  0.001026   -76.290271
0.75  0.000212  0.000245   -76.273020
1.00  0.000000  0.000000   -76.257950
Spread over alpha without rSE: 0.072213 hartree
Spread over alpha with rSE:    0.076093 hartree
Slope ratio dE_HF/dE_PBE at alpha 0.25: -3.0006
E_HF excess at alpha 0.98: 1.509e-06 hartree
Hessian estimate at 0.98:  1.509e-06 hartree
Excess ratio, alpha 0.96 to 0.98: 4.0133
E_c change, alpha 0.98 minus 1: -1.137e-03 hartree
PBE-orbital E_c, quadrature:   -0.30772432 hartree
PBE-orbital E_c, spin orbital: -0.30772432 hartree
Gap slope of E_c, formula: 0.0717434 hartree
Gap slope of E_c, numeric: 0.0717434 hartree
E_c by orbital space and Fock fraction (hartree)
space 0: Fock 0 -0.307724, Fock 1 -0.234054
space 1: Fock 0 -0.303751, Fock 1 -0.230990
Gap effect in space 0: 0.073671 hartree
Gap effect in space 1: 0.072761 hartree
Orbital effect at Fock 0: 0.003974 hartree
Orbital effect at Fock 1: 0.003064 hartree
Least gap-matrix growth, space 0: 0.34342 hartree
Least gap-matrix growth, space 1: 0.34281 hartree
Alpha 0 to 1, E_HF change:  -0.1230 eV
Alpha 0 to 1, E_c change:   2.0880 eV
Alpha 0 to 1, total change: 1.9650 eV
all good
```
